# Axial dopant segregation in normal freezing with first-order evaporation

Before a crystal is pulled from a melt that holds a volatile dopant, a growth speed and an initial dopant charge must be chosen. If evaporation is left out, the growth speed does not enter the calculated composition at all, provided the distribution ratio is constant. With evaporation it does: slow growth leaves more time for loss, and the calculated composition along the crystal may rise, stay level or fall. As far as the dopant profile is concerned, the choice of speed therefore hangs on how evaporation alters the exponent of the normal-freezing law. Other limits on the speed, such as the removal of heat, are not treated here.

Let the melt have initial mass $M_0$ and initial dopant mass fraction $w_0$. The crystal is a cylinder of cross-section $A_c$ that lengthens at constant speed $v$; its seed cone is ignored. The solid and liquid densities $\rho_S$ and $\rho_L$ are constant and may differ. The dopant is dilute, so its mass may be neglected in the balance of the host, and the host itself does not evaporate. The melt is mixed well enough for one mass fraction $w_L$ to describe its bulk.

The growing solid takes up dopant at the mass fraction

$$
w_S=k\,w_L ,
$$

with $k$ constant. This $k$ compares the solid with the bulk melt, so it may include the effect of a thin solute layer at the interface, as long as that effect stays constant during growth. It is a ratio of mass fractions. If the ratio $K$ of masses per unit volume is known instead, then $K=\rho_S w_S/(\rho_L w_L)$, and hence $k=K\rho_L/\rho_S$. Diffusion in the solid is neglected, as is any exchange between the crystal surface and the gas, so each slice keeps the composition with which it froze.

Evaporation is first order: the dopant mass leaving unit free surface in unit time is $h\rho_Lw_L$, where $h$ is a constant evaporation coefficient with the dimension of a speed. No dopant returns from the gas. These statements do not yet fix the composition, because the total loss also depends on the free area $A_e$. Take first a crystal pulled from a straight-walled, flat-bottomed crucible. The free surface is the ring between crystal and wall, and its area is constant if the meniscus is neglected.

The crystal gains the mass $\rho_SA_cv$ per unit time. If $g$ is the fraction of the initial mass that has frozen, the remaining melt mass is

$$
M_L=M_0(1-g),
$$

and conservation of the host gives

$$
\frac{dg}{dt}=\frac{\rho_SA_cv}{M_0}.
$$

Let $z=vt$ be the distance from the seed end, and let $L$ be the length the crystal would have if all the melt froze:

$$
L=\frac{M_0}{\rho_SA_c},\qquad g=\frac{vt}{L}=\frac{z}{L}.
$$

The speed $v$ is that of crystal lengthening, not in general that of the pulling rod. In a stationary crucible the melt level falls at the speed $\rho_SA_cv/[\rho_L(A_c+A_e)]$, which is the volume of melt consumed per unit time divided by the crucible cross-section. With the interface at the melt surface, the rod must rise at

$$
v_{\rm rod}=v\left[1-\frac{\rho_SA_c}{\rho_L(A_c+A_e)}\right].
$$

Now let $m=w_LM_L$ be the dopant mass in the melt. It falls through uptake by the solid and through evaporation:

$$
\frac{dm}{dt}=-k w_L\rho_SA_cv-hA_e\rho_Lw_L .
$$

Both terms are negative because both remove dopant. For $k<1$ the melt nevertheless becomes richer when there is no evaporation, because freezing removes host in a larger proportion than dopant.

Dividing by $dg/dt$ replaces time by frozen fraction:

$$
\frac{dm}{dg}
=-M_0w_L\left(k+\frac{\rho_LA_eh}{\rho_SA_cv}\right).
$$

The second term in the bracket is a pure number,

$$
\Lambda=\frac{\rho_LA_eh}{\rho_SA_cv}.
$$

It is the dopant mass evaporating per unit time, $\rho_LA_ehw_L$, divided by the dopant mass that would enter the crystal per unit time if the solid had the composition of the melt, $\rho_SA_cvw_L$. Since $w_L=m/[M_0(1-g)]$, the balance becomes

$$
\frac{dm}{dg}=-(k+\Lambda)\frac{m}{1-g}.
$$

With $h$, $v$ and $A_e$ constant, $\Lambda$ is constant and the variables separate. At the start of growth $m=w_0M_0$, so

$$
\ln\frac{m}{w_0M_0}
=-(k+\Lambda)\int_0^g\frac{dg'}{1-g'}
=(k+\Lambda)\ln(1-g),
$$

and therefore

$$
m=w_0M_0(1-g)^{k+\Lambda}.
$$

Division by the melt mass $M_0(1-g)$ lowers the exponent by one:

$$
w_L=w_0(1-g)^{k+\Lambda-1}.
$$

The solid contains $k$ times this fraction, which gives the axial composition

$$
\boxed{w_S(z)=k w_0\left(1-\frac{z}{L}\right)^{k+\Lambda-1}}.
$$

The sum $k+\Lambda$ stands in the exponent because both processes drain the melt in proportion to $w_L$. The prefactor is $k$ alone because evaporated dopant does not enter the solid. Consequently, an exponent fitted to a measured profile is $k+\Lambda-1$ and yields the sum $k+\Lambda$, not $k$. If $k$, $h$ and the geometry are unchanged between runs at different speeds, the exponent is linear in $1/v$, and its intercept at $1/v=0$ is $k-1$. Where $k$ includes the effect of a solute layer at the interface, it generally changes with $v$, and the intercept then cannot be read in this way.

For $h=0$, $\Lambda$ vanishes and the normal-freezing law $w_S=kw_0(1-g)^{k-1}$ returns. The same happens for $v\to\infty$ at fixed $k$, since there is then no time for evaporation.

The opposite limit, $v\to0$ at a fixed time $t$, needs care because $\Lambda$ grows without bound while $g$ goes to zero. With the initial melt volume $V_0=M_0/\rho_L$, the definitions of $\Lambda$ and $L$ give

$$
\frac{\Lambda v}{L}
=\frac{\rho_LA_eh}{\rho_SA_c}\,\frac{\rho_SA_c}{M_0}
=\frac{hA_e}{V_0}.
$$

This combination does not depend on $v$. Expanding the logarithm for small $vt/L$ gives

$$
\ln\frac{m}{w_0M_0}
=(k+\Lambda)\ln\left(1-\frac{vt}{L}\right)
\longrightarrow-\frac{\Lambda vt}{L}
=-\frac{hA_et}{V_0}.
$$

The term with $k$ vanishes, as do the higher terms of the expansion. What remains is the exponential loss from a melt that is not freezing. It also describes a hold before growth, if the same $h$ applies and $A_e$ is the area free during the hold. The $w_0$ of the axial law is the mass fraction left after such a hold.

The direction of the composition change follows from the logarithm of the axial law:

$$
\frac{d\ln w_S}{dg}=\frac{1-k-\Lambda}{1-g}.
$$

For $k<1$, rejection of dopant by the solid enriches the melt and evaporation depletes it. The two effects balance at every $g<1$ when $\Lambda=1-k$. Solving this condition for the speed gives

$$
v_*=\frac{\rho_LA_eh}{\rho_SA_c(1-k)}.
$$

At $v_*$ the crystal has the uniform composition $kw_0$. Faster growth makes $\Lambda$ smaller and the profile rises from the seed end; slower growth makes it fall. For $k>1$ the melt is depleted by freezing as well as by evaporation, and no positive speed gives a uniform crystal.

The sensitivity to speed becomes plain on writing $\Lambda=(1-k)v_*/v$, so that the exponent is

$$
k+\Lambda-1=(1-k)\left(\frac{v_*}{v}-1\right).
$$

For a small relative speed error $\delta$, with $v=v_*(1+\delta)$, the bracket is $-\delta$ to first order. Hence

$$
\ln\frac{w_S(g)}{w_S(0)}\approx(1-k)\,\delta\,\ln\frac{1}{1-g}.
$$

A given speed error thus matters more as a larger part of the melt is used. If $k$ itself depends on speed, the axial law still holds for each constant speed with the corresponding $k(v)$, but the condition for uniformity becomes the implicit equation $v[1-k(v)]=\rho_LA_eh/(\rho_SA_c)$, which may have no solution or more than one.

Consider round model parameters: $M_0=20$ kg, $w_0=1$ mg/kg, $k=0.30$, $\rho_S=2300$ kg/m³ and $\rho_L=2550$ kg/m³. The crystal radius is 50 mm, the crucible radius 120 mm, the evaporation coefficient 4 mm/h and the growth speed 60 mm/h. The area ratio is $A_e/A_c=(120^2-50^2)/50^2=4.76$, and the density ratio is $\rho_L/\rho_S=1.109$. Therefore

$$
\Lambda=1.109\times4.76\times\frac{4}{60}=0.352,
$$

and the exponent is $0.300+0.352-1=-0.348$, compared with $-0.700$ without evaporation. The full length is $L=M_0/(\rho_SA_c)=1107$ mm. Freezing 80 % of the melt takes $0.8\times1107/60=14.8$ h.

At $g=0.8$ the axial law gives

$$
w_S=0.300\times0.2^{-0.348}=0.525\ \text{mg/kg}.
$$

Without evaporation the value would be $0.300\times0.2^{-0.700}=0.926$ mg/kg. The crystal still becomes richer toward its tail, but by a factor of 1.75 instead of 3.09.

The speed for a uniform crystal is

$$
v_*=\frac{1.109\times4.76\times4}{1-0.30}=30.2\ \text{mm/h},
$$

about half the chosen speed. Growth at 15 mm/h, below $v_*$, gives $\Lambda=1.407$ and an exponent of $0.707$. The composition then falls from 0.300 mg/kg at the seed end to 0.096 mg/kg at $g=0.8$. In this model, slowing the growth beyond $v_*$ replaces a rising profile by a falling one.

The destination of the dopant follows from the same balance. The crystal receives $k/(k+\Lambda)$ of each amount lost by the melt, and the vapour receives $\Lambda/(k+\Lambda)$. As fractions of the initial dopant mass, the amounts in melt, crystal and vapour are

$$
f_L=(1-g)^{k+\Lambda},
$$

$$
f_S=\frac{k}{k+\Lambda}(1-f_L),\qquad
f_V=\frac{\Lambda}{k+\Lambda}(1-f_L).
$$

Their sum is one. At 60 mm/h and $g=0.8$, $f_L=0.2^{0.652}=0.350$. The crystal holds $(0.300/0.652)\times0.650=0.299$ of the dopant, and the vapour has taken $0.351$. The mean mass fraction in this crystal is $f_Sw_0/g=0.299/0.8=0.374$ mg/kg, well below the 0.525 mg/kg at its growing end.

A two-hour hold before growth, with the same free area, has the loss exponent

$$
\frac{hA_et}{V_0}=\frac{\Lambda vt}{L}
=\frac{0.352\times60\times2}{1107}=0.038.
$$

The melt keeps $e^{-0.038}=0.963$ of its dopant. To begin growth at the intended $w_0$, the charge must therefore be larger by the factor $1/0.963=1.04$. If no crystal is in place and the whole crucible surface is free during the hold, the loss exponent is larger by the factor $120^2/(120^2-50^2)=1.21$.

A different history of the free area changes the law even though evaporation remains first order. In a horizontal boat of constant cross-section, with the melt at constant depth, the free surface shortens as the melt is consumed, so that $A_e=A_{e0}(1-g)$. Let $\Lambda_0$ be the value of $\Lambda$ at the initial area $A_{e0}$. The constant $\Lambda$ in the dopant balance must then be replaced by $\Lambda_0(1-g)$:

$$
\frac{dm}{dg}=-\left[\frac{k}{1-g}+\Lambda_0\right]m.
$$

Integration from zero to $g$ gives $m=w_0M_0(1-g)^k e^{-\Lambda_0g}$. Division by the melt mass and multiplication by $k$ yield

$$
w_S=k w_0(1-g)^{k-1}e^{-\Lambda_0g}.
$$

The difference lies in the ratio of free area to melt volume. In the boat this ratio is constant, so evaporation removes a constant fraction of the melt's dopant per unit time. In the crucible the area stays fixed while the volume shrinks, and the fractional loss rate rises as $1/(1-g)$. Evaporation accordingly multiplies the normal-freezing profile by $e^{-\Lambda_0g}$ in the boat and by $(1-g)^\Lambda$ in the crucible. For $\Lambda=\Lambda_0>0$ the second factor is smaller at every $g$ between zero and one, because $-\ln(1-g)>g$.

The following values, in mg/kg, compare the cases at 60 mm/h. The boat is given the same initial free area, crystal cross-section and other parameters as the crucible, so $\Lambda_0=0.352$. This choice compares the two laws and does not describe a practical boat: it implies a melt about 34 mm wide and 210 mm deep. Constant depth is also an idealisation when the densities differ, since it requires a crystal cross-section $\rho_L/\rho_S=1.109$ times that of the melt. If the solid instead freezes at the height of the melt, the level rises during growth and the last two boat entries become about 0.72 and 1.15.

| $g$ | crucible | no evaporation | boat |
|---:|---:|---:|---:|
| 0.0 | 0.300 | 0.300 | 0.300 |
| 0.4 | 0.358 | 0.429 | 0.373 |
| 0.8 | 0.525 | 0.926 | 0.698 |
| 0.9 | 0.669 | 1.504 | 1.095 |

Early in growth the two evaporation laws nearly agree, since $-\ln(1-g)\approx g$ for small $g$. They separate as the melt is used up.

The boat also differs in its condition for uniformity. Its logarithmic slope is

$$
\frac{d\ln w_S}{dg}=\frac{1-k}{1-g}-\Lambda_0 .
$$

For $k<1$ the first term grows with $g$ while the second is fixed, so a constant growth speed $v$ and a constant coefficient $h$ cannot give a uniform crystal. If $\Lambda_0>1-k$, the composition first falls, reaches a minimum at $g=1-(1-k)/\Lambda_0$, and then rises. If $\Lambda_0\le1-k$, it has no interior minimum and rises toward the tail.

The end of the melt limits the use of these formulas. In the crucible case with $k+\Lambda<1$, $w_S$ diverges as $g\to1$. The predicted dopant mass in the melt still goes to zero; the divergence arises because the host mass goes to zero faster. The dilute assumption must fail before that point, but in the example the geometry sets the earlier limit: at $g=0.99$ the remaining melt would have a mean depth of only 1.7 mm, and a well-mixed bulk and a constant free area can no longer be taken for granted. For $k+\Lambda>1$ the predicted composition goes to zero instead, but the geometric assumptions are no safer there.

The evaporation law has its own conditions. If the gas returns dopant at a fixed rate $S$ (mass per unit time), the balance gains a source that is not proportional to $w_L$, and the pure power law is replaced by a shifted one: for $k+\Lambda\ne1$, $w_L=w_\infty+(w_0-w_\infty)(1-g)^{k+\Lambda-1}$ with $w_\infty=S/[\rho_SA_cv\,(k+\Lambda-1)]$. If the dopant leaves as molecules containing two dopant atoms, in equilibrium with separately dissolved atoms in a dilute melt, the flux varies as $w_L^2$ as long as transport through the liquid to the surface is fast; if that transport limits the loss, the order in $w_L$ falls toward one. Whenever the order differs from one, the loss number changes with composition and the dopant balance must be integrated with the actual flux. The pure power law with exponent $k+\Lambda-1$ rests on a net loss proportional to $w_L$ and on constant values of $k$ and $\Lambda$. The quantities $h$, $A_e$ and $v$ may vary during growth if $hA_e/v$ stays constant.
